\section*{The Energy-Gap Law for Multiphonon Decay at Weak Coupling}

An electron trapped at a defect can fall to a lower level without emitting light, the released energy going into lattice vibrations. Suppose that the rate is estimated from the electronic coupling and the spacing of the vibrational levels alone. With a coupling of 0.005 eV and a phonon energy of 0.15 eV the estimate is about $1.6\times10^{12}\,\mathrm{s^{-1}}$, whatever the gap between the two levels. For a gap of 1.2 eV and a weakly displaced lattice, the model treated below gives about $65\,\mathrm{s^{-1}}$. The missing factor is the small squared overlap between a lattice at rest and one carrying eight phonons. It changes by orders of magnitude with the gap, so no constant can replace it, and a Gaussian fitted near its maximum falls far too fast at large gaps.

Atomic units are used in the algebra, so $\hbar=1$. Take first one vibrational coordinate $x$, with momentum $p$, mass $M$ and frequency $\omega$, the same in both electronic states. Only the position of the minimum changes, by $d$:
\begin{align}
H_i&=\varepsilon_i+\frac{p^2}{2M}+\frac{M\omega^2x^2}{2},\\
H_f&=\varepsilon_f+\frac{p^2}{2M}+\frac{M\omega^2(x-d)^2}{2}.
\end{align}
The zero-point energies are equal, so the energy released when no phonon is created is $E=\varepsilon_i-\varepsilon_f$. This zero-phonon gap is taken positive. The states are coupled by a constant matrix element $V$, independent of $x$ (the Condon approximation), and $V$ is small enough for the golden rule. The temperature is low enough for vibrationally excited initial states to contribute negligibly.

The lattice starts in the ground state $|0\rangle$ of $H_i$ and ends in the $n$-phonon state $|n_f\rangle$ of $H_f$. The coupling matrix element is $V\langle n_f|0\rangle$, and the initial energy exceeds the final one by $E-n\omega$. Therefore
\begin{equation}
W=2\pi V^2\sum_n p_n\,\delta(E-n\omega),\qquad p_n=|\langle n_f|0\rangle|^2 .
\label{golden}
\end{equation}
Writing $\delta(y)=(2\pi)^{-1}\int e^{iyt}\,dt$ turns the sum into a Fourier integral,
\begin{equation}
W=V^2\int_{-\infty}^{\infty}e^{iEt}G(t)\,dt,\qquad
G(t)=\sum_n p_n e^{-in\omega t}.
\label{fourier}
\end{equation}
The function $G$ generates the line weights.

To find it, let $a=\sqrt{M\omega/2}\,x+ip/\sqrt{2M\omega}$ be the lowering operator of the initial oscillator. Replacing $x$ by $x-d$ gives that of the final oscillator,
\begin{equation}
b=a-\sqrt S,\qquad S=\frac{M\omega d^2}{2}.
\end{equation}
The dimensionless $S$ is the Huang-Rhys factor, and $S\omega=M\omega^2d^2/2$ is the energy released when the lattice relaxes from the old minimum to the new one. Since $a|0\rangle=0$, the initial state obeys $b|0\rangle=-\sqrt S\,|0\rangle$. Expand it as $|0\rangle=\sum_n c_n|n_f\rangle$. Because $b|n_f\rangle=\sqrt n\,|(n-1)_f\rangle$, comparing coefficients gives $\sqrt{n+1}\,c_{n+1}=-\sqrt S\,c_n$, so $c_n=c_0(-\sqrt S)^n/\sqrt{n!}$. Normalization requires $|c_0|^2e^S=1$. Hence
\begin{align}
p_n&=e^{-S}\frac{S^n}{n!},\label{poisson}\\
G(t)&=e^{-S}\sum_n\frac{(Se^{-i\omega t})^n}{n!}
=\exp\!\left[S(e^{-i\omega t}-1)\right].
\label{generating}
\end{align}
For several independent modes the overlaps factorize and the phonon energies add, so the functions $G$ multiply. If the modes share one frequency, the exponents combine and only $S=\sum_jS_j$ matters.

For one frequency the weights could be estimated by applying Stirling's formula to (\ref{poisson}). The saddle-point route gives the same result and also works for a band of frequencies, where no such simple list of weights exists.

The sharp frequency makes $G$ periodic, with period $2\pi/\omega$. Equation (\ref{golden}) is then a comb of delta functions, not a smooth rate, and an isolated pair of coupled oscillator ladders has no irreversible decay. To define a rate, spread the weight of each line uniformly over one phonon energy, replacing $\delta(E-n\omega)$ by $1/\omega$ in an interval of length $\omega$ centred on the line. At $E=n\omega$,
\begin{equation}
W=\frac{2\pi V^2}{\omega}\,p_n .
\label{spread}
\end{equation}
This is a convention about the environment, which has to supply the broadening. The weight itself follows from $G$ by projection over one period,
\begin{equation}
p_n=\frac{\omega}{2\pi}\int_{-\pi/\omega}^{\pi/\omega}
\exp\!\left[in\omega t+S(e^{-i\omega t}-1)\right]dt .
\label{period}
\end{equation}

On the real axis this integrand oscillates and nearly cancels when $n\gg S$. The cancellation is removed by moving the contour through the point where the exponent is stationary:
\begin{equation}
i\omega\left(n-Se^{-i\omega t}\right)=0
\quad\Rightarrow\quad t=is,\qquad
s=\frac1\omega\ln\frac nS=\frac1\omega\ln\frac{E}{S\omega}.
\label{saddle}
\end{equation}
The other solutions differ from this one by whole periods, so the strip of one period contains a single saddle. The integrand has no singularities. The integral along the real segment therefore equals that along the segment raised by $is$, plus the contributions of the two vertical sides. At equal heights the integrand has the same value on both sides, because $G$ is periodic and $e^{2\pi in}=1$. The sides are traversed in opposite directions and cancel.

On the raised segment put $t=is+\theta/\omega$. Then $e^{in\omega t}=e^{-n\omega s}e^{in\theta}=(S/n)^ne^{in\theta}$ and $Se^{-i\omega t}=ne^{-i\theta}$, while $dt=d\theta/\omega$. Without approximation,
\begin{equation}
p_n=e^{-S}\left(\frac Sn\right)^n\frac1{2\pi}
\int_{-\pi}^{\pi}\exp\!\left(ne^{-i\theta}+in\theta\right)d\theta .
\label{shifted}
\end{equation}
The modulus of the integrand is $e^{n\cos\theta}$, with its one maximum at $\theta=0$. For large $n$ the integral comes from $|\theta|\lesssim n^{-1/2}$, where
\begin{equation}
ne^{-i\theta}+in\theta=n-\frac{n\theta^2}{2}+\frac{in\theta^3}{6}
+\frac{n\theta^4}{24}+\cdots .
\end{equation}
The linear terms have cancelled, as they must at a saddle. Keeping the quadratic term and extending the limits to infinity gives $e^n\sqrt{2\pi/n}$ for the integral, so that
\begin{equation}
p_n\simeq\frac{e^{-S}}{\sqrt{2\pi n}}\left(\frac{eS}{n}\right)^n .
\label{weight}
\end{equation}

The error follows from the next two terms. Under the Gaussian weight, $\langle\theta^4\rangle=3/n^2$ and $\langle\theta^6\rangle=15/n^3$. The quartic term contributes at first order and the cubic term at second order, its first-order average being zero by symmetry:
\begin{equation}
\frac n{24}\,\frac3{n^2}-\frac12\,\frac{n^2}{36}\,\frac{15}{n^3}
=\frac1{8n}-\frac5{24n}=-\frac1{12n}.
\end{equation}
The true weight is thus smaller than (\ref{weight}) by the relative amount $1/(12n)$ to leading order.

Insert (\ref{weight}) into (\ref{spread}). The prefactor becomes $2\pi/(\omega\sqrt{2\pi n})=\sqrt{2\pi/(\omega^2n)}=\sqrt{2\pi/(\omega E)}$, and the power is $(eS/n)^n=\exp\{-n[\ln(n/S)-1]\}$. With $n=E/\omega$ this is the Englman-Jortner energy-gap law,
\begin{equation}
W\simeq V^2\sqrt{\frac{2\pi}{\omega E}}\;
\exp\!\left(-S-\frac{\gamma E}{\omega}\right),\qquad
\gamma=\ln\frac{E}{S\omega}-1 .
\label{law}
\end{equation}
The Gaussian integration needs $n\gg1$. The reading as a gap law also needs $E\gg S\omega$: the energy to be disposed of must far exceed the relaxation energy. Weak coupling here means a small lattice displacement. When $S\ll1$ the factor $e^{-S}$ may be dropped.

Since $\gamma$ itself contains $E$, the rate is not a pure exponential. Differentiating
\begin{equation}
\ln W=\text{const}-\frac12\ln E-\frac E\omega
\left(\ln\frac E{S\omega}-1\right)
\end{equation}
gives
\begin{align}
\frac{d\ln W}{dE}&=-\frac1\omega\ln\frac E{S\omega}-\frac1{2E},
\label{slope}\\
\frac{d^2\ln W}{dE^2}&=-\frac1{E\omega}+\frac1{2E^2}.
\label{curvature}
\end{align}
The derivative of the logarithm inside $\gamma$ contributes $-1/\omega$ and removes the $-1$ of $\gamma$. The local slope is therefore $-(\gamma+1)/\omega$, apart from the small prefactor term, and not $-\gamma/\omega$. Its main part is $-s$, so the imaginary time of the saddle measures how fast the rate falls with the gap. Around a gap $E_0$ the law is close to an exponential as long as $(E-E_0)^2\ll2E_0\omega$.

The opposite regime shows what weak coupling excludes. Let $S\gg1$ and let the gap lie near the relaxation energy $\lambda=S\omega$. With $n=S(1+u)$ and $|u|\ll1$, the exponent in (\ref{law}) is
\begin{equation}
Su-S(1+u)\ln(1+u)=-\frac{Su^2}{2}+\frac{Su^3}{6}+\cdots .
\end{equation}
Since $u=(E-\lambda)/\lambda$, the leading term gives
\begin{equation}
W\simeq V^2\sqrt{\frac{2\pi}{\lambda\omega}}\,
\exp\!\left[-\frac{(E-\lambda)^2}{2\lambda\omega}\right].
\end{equation}
This Gaussian requires $S|u|^3/6\ll1$. The same saddle thus yields a Gaussian near $E=\lambda$ and a nearly exponential tail far above it, and the Gaussian must not be carried into the tail.

A worked case with round model parameters gives the scale. The phonon energy is 0.15 eV, the modal mass 12 atomic mass units, the displacement 0.03 \AA{} and the coupling 0.005 eV. These give $S=0.1938$ and a relaxation energy $0.1938\times0.15=0.0291$ eV. A gap of 1.2 eV takes $n=1.2/0.15=8$ phonons, so
\begin{equation}
\gamma=\ln\frac8{0.1938}-1=2.72,\qquad
S+8\gamma=21.96 .
\end{equation}
The Gaussian form would have put $(8-0.194)^2/(2\times0.194)\approx157$ in place of 21.96. Equation (\ref{weight}) gives $p_8\simeq e^{-21.96}/\sqrt{16\pi}\approx4.10\times10^{-11}$, while diagonalizing the displaced oscillator gives $4.06\times10^{-11}$. The factor $2\pi V^2/\omega=1.05\times10^{-3}$ eV corresponds to $1.59\times10^{12}\,\mathrm{s^{-1}}$, and the product with the first weight is $65.3\,\mathrm{s^{-1}}$. Other gaps, with line rates from the diagonalization and the excess of the law relative to them, are as follows.

\begin{center}
\begin{tabular}{ccccc}
gap (eV) & $\gamma$ & lines (s$^{-1}$) & law (s$^{-1}$) & excess (\%)\\
0.60 & 2.03 & $7.70\times10^{7}$ & $7.86\times10^{7}$ & 2.10\\
0.90 & 2.43 & $9.64\times10^{4}$ & $9.77\times10^{4}$ & 1.40\\
1.20 & 2.72 & $6.46\times10^{1}$ & $6.53\times10^{1}$ & 1.05\\
1.50 & 2.94 & $2.70\times10^{-2}$ & $2.72\times10^{-2}$ & 0.84\\
1.80 & 3.13 & $7.67\times10^{-6}$ & $7.72\times10^{-6}$ & 0.70
\end{tabular}
\end{center}

The excess follows $1/(12n)$, which is 2.08\% for four phonons and 0.69\% for twelve. This is the error of the saddle-point integration within the model, not the error of the model for a real defect.

At 1.2 eV the slope (\ref{slope}) is $-24.80-0.42=-25.22\,\mathrm{eV^{-1}}$. The neighbouring lines give $-25.20\,\mathrm{eV^{-1}}$, whereas $-\gamma/\omega$ would be $-18.14\,\mathrm{eV^{-1}}$. Around this gap one more phonon thus lowers the rate by a factor of about $e^{25.2\times0.15}\approx44$, which lies between the exact ratios $p_7/p_8=8/S\approx41$ and $p_8/p_9=9/S\approx46$, and not by $e^{2.72}\approx15$. An exponential drawn tangent to the law at 1.2 eV and continued to 1.8 eV predicts $1.75\times10^{-5}\,\mathrm{s^{-1}}$, 2.28 times the line rate there. The curvature accounts for this. At a distance of 0.6 eV the quadratic term alone gives a factor $\exp(5.21\times0.36/2)\approx2.6$, and the positive third derivative reduces it.

The steepness also affects any artificial broadening. A finite supercell has a discrete set of modes, and its lines can be smoothed by a Gaussian of standard deviation $\eta$. For lines dense enough to form a smooth rate that varies locally as $e^{-sE}$, smoothing multiplies this rate by
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-y^2/2\eta^2}}{\sqrt{2\pi}\,\eta}\,e^{sy}\,dy=e^{\eta^2s^2/2},
\end{equation}
as completing the square shows. The smoothing is harmless only if $\eta\ll1/s$, here 0.04 eV, which is well below the phonon energy. A width that merges the lines can therefore raise the rate appreciably.

A real band of frequencies can supply a continuum without artificial broadening, but it changes the exponent too. Let $g(\nu)$ be the normalized distribution of the total $S$ over frequency. The product of the mode functions gives
\begin{equation}
W=V^2\int_{-\infty}^{\infty}\exp\!\left[iEt+S\int g(\nu)(e^{-i\nu t}-1)\,d\nu\right]dt .
\end{equation}
Put $t=is+\tau$ and define
\begin{equation}
\phi(s)=-S-Es+S\int g(\nu)e^{\nu s}\,d\nu .
\end{equation}
Expanding the exponent in $\tau$ gives $\phi(s)-i\tau\phi'(s)-\tau^2\phi''(s)/2+\cdots$. The linear term vanishes if
\begin{equation}
S\int g(\nu)\,\nu e^{\nu s}\,d\nu=E,
\end{equation}
and the Gaussian integral over $\tau$ leaves
\begin{equation}
W\simeq V^2\sqrt{\frac{2\pi}{\phi''(s)}}\;e^{\phi(s)},\qquad
\phi''(s)=S\int g(\nu)\,\nu^2e^{\nu s}\,d\nu .
\label{band}
\end{equation}
For a single frequency $\phi''=\omega E$ and (\ref{law}) returns. When $E$ changes, $s$ moves as well, but $\phi'(s)=0$ there, so the exponent still has slope $-s$.

Spreading the frequencies about a fixed mean $\omega$, at fixed total $S$, raises the exponent. The exponential is convex, so Jensen's inequality gives $\int g\,e^{\nu s}d\nu\ge e^{\omega s}$. At every $s$ the band function $\phi$ therefore lies on or above the one-frequency function. Since $\phi''>0$, the saddle is the minimum of $\phi$ along real $s$, and the minimum of the higher function cannot be the lower one. Physically, when the gap exceeds the relaxation energy, $s$ is positive and the factor $e^{\nu s}$ favours the high frequencies, which dispose of the gap with fewer phonons.

Take a uniform band from 0.09 to 0.21 eV with the same $S$ and mean frequency. Direct multiphonon convolution in energy gives $5.5\times10^2\,\mathrm{s^{-1}}$ at a gap of 1.2 eV, 8.4 times the one-frequency law. At 2.4 eV the ratio is 435. The mean frequency and total $S$ alone are then a poor summary of the lattice.

The saddle formula (\ref{band}) is 7\% above the convolution at 1.2 eV and within 1\% of it at 2.4 eV. It replaces the peak at $\tau=0$ by a Gaussian, which accounts for about 1\% at the smaller gap, and leaves out partial recurrences of the generating function, which account for the rest. The recurrences leave a ripple on the rate as a function of the gap, so these are values at two points: within one phonon energy of 1.2 eV the error of (\ref{band}) takes both signs and reaches about 10\%, and within one phonon energy of 2.4 eV it stays below 2\%. Relative to its value at $\tau=0$, the modulus of the integrand is
\begin{equation}
\exp\!\left[-S\int g(\nu)e^{\nu s}(1-\cos\nu\tau)\,d\nu\right].
\end{equation}
Near one period of the frequencies favoured by $e^{\nu s}$, many of the cosines return towards one, and a second, smaller peak remains. A larger gap raises $s$ and with it the weight $Se^{\nu s}$, which suppresses this peak. In a very narrow band the recurrences stay strong, the multiphonon lines remain resolved, and (\ref{band}) does not give the rate point by point.

At 2.4 eV the saddle lies at $s=25.8\,\mathrm{eV^{-1}}$, and the average slope of the convolutions between 2.25 and 2.55 eV is $-26.0\,\mathrm{eV^{-1}}$. The small difference is comparable to the contribution of the prefactor, which for one frequency would be $-1/(2\times2.4)=-0.2\,\mathrm{eV^{-1}}$. The ripple left by the recurrences can change the local slope by a similar amount. At this gap the relation between slope and saddle thus survives dispersion to good accuracy, although the simple logarithm for $s$ does not.

\section*{Numbers as computed}
\begin{verbatim}
phonon energy                         0.150 eV
modal mass                            12.0 atomic mass units
displacement                          0.030 angstrom
electronic coupling                   0.0050 eV
main gap                              1.200 eV
phonons in main gap                   8 (no unit)
Huang-Rhys factor S                   0.1938 (no unit)
relaxation energy S*w                 0.02907 eV
factor exp(-S)                        0.8238 (no unit)
saddle position s, main gap           24.803 1/eV
gamma, main gap                       2.7205 (no unit)
line weight, diagonalization          4.0613e-11 (no unit)
line weight, shifted contour          4.0613e-11 (no unit)
gap (eV), gamma, rate from lines (1/s), rate from law (1/s), excess (%)
  0.60  2.0274  7.6996e+07  7.8613e+07  2.10
  0.90  2.4328  9.6367e+04  9.7714e+04  1.40
  1.20  2.7205  6.4614e+01  6.5290e+01  1.05
  1.50  2.9437  2.6957e-02  2.7182e-02  0.84
  1.80  3.1260  7.6679e-06  7.7213e-06  0.70
slope of ln W from lines, main gap    -25.196 1/eV
slope of ln W from law, main gap      -25.220 1/eV
wrong slope -gamma/w, main gap        -18.137 1/eV
curvature of ln W from lines          -5.235 1/eV^2
curvature of ln W from law            -5.208 1/eV^2
far gap for tangent test              1.800 eV
tangent exponential at far gap        1.7502e-05 1/s
tangent over line rate at far gap     2.282 (no unit)
band lower edge                       0.090 eV
band upper edge                       0.210 eV
band, gap                             1.200 eV
  rate from convolution               5.4776e+02 1/s
  rate from saddle                    5.8584e+02 1/s
  saddle relative error               6.95 %
  saddle position s                   21.990 1/eV
  convolution over one-frequency law  8.390 (no unit)
band, gap                             2.400 eV
  rate from convolution               1.0819e-10 1/s
  rate from saddle                    1.0809e-10 1/s
  saddle relative error               -0.09 %
  saddle position s                   25.838 1/eV
  convolution over one-frequency law  434.856 (no unit)
band slope of ln W at larger gap      -26.011 1/eV
\end{verbatim}
